# Planar Hall Resistivity of an Isotropic Ferromagnetic Film

A thin ferromagnetic film is patterned into a long bar, a current is driven along it, and two contacts on opposite edges read the transverse voltage. The magnetisation lies in the film plane, as does any applied field, so there is no component along the normal to deflect carriers towards an edge. Yet when the magnetisation is turned within the plane, a transverse voltage appears, changes sign every quarter turn, and is the same for opposite magnetisations. This is the planar Hall effect. Its angular dependence follows from the symmetry of the film.

Let the film lie in the \(xy\) plane with its normal along \(z\), and let the current density be \(\mathbf J=J\hat{\mathbf x}\). The unit vector along the magnetisation is

\[
\mathbf m=(\cos\varphi,\ \sin\varphi,\ 0),
\]

where \(\varphi\) is measured from the current towards \(+y\). In linear response the electric field is

\[
E_i=\sum_j \rho_{ij}(\mathbf m)\,J_j .
\]

The first index of \(\rho_{ij}\) belongs to the field and the second to the current. No current leaves through the film faces, so \(J_z=0\). The voltage contacts draw no current, and in a long uniform bar \(J_y=0\) as well. The measured components are therefore

\[
E_x=\rho_{xx}J,\qquad E_y=\rho_{yx}J,\qquad E_z=\rho_{zx}J .
\]

A field \(E_z\) may exist across the thickness, but it does not enter \(E_y\). The planar Hall resistivity is \(\rho_{yx}=E_y/J\), and it belongs to the \(2\times2\) in-plane block of the tensor.

The film is taken to be uniform and magnetically saturated. Isotropic here means that its properties are unchanged by any rotation about the normal and by reflection in any plane containing the normal. The top and bottom faces may differ, as they do for a film on a substrate. If a magnetic field is applied, it lies along \(\mathbf m\) with fixed strength and reverses with it.

Consider a rotation or reflection with orthogonal matrix \(R\). Electric field and current density are polar vectors, so they become \(\mathbf E'=R\mathbf E\) and \(\mathbf J'=R\mathbf J\). Since \(R^{\mathsf T}R=1\), the original current is \(\mathbf J=R^{\mathsf T}\mathbf J'\), and

\[
\mathbf E'=R\,\rho(\mathbf m)\,\mathbf J
=R\,\rho(\mathbf m)R^{\mathsf T}\,\mathbf J' .
\]

Magnetisation is an axial vector, like the angular momentum of a circulating current. It transforms as \(\mathbf m'=(\det R)R\mathbf m\). If \(R\) is a symmetry of the film, the transformed experiment is an experiment on the same film with magnetisation \(\mathbf m'\). Hence

\[
\rho(\mathbf m')=R\,\rho(\mathbf m)\,R^{\mathsf T}.
\]

Take first a half turn about the normal, \(R=\mathrm{diag}(-1,-1,1)\), with determinant \(+1\). It reverses the in-plane magnetisation, \(\mathbf m'=-\mathbf m\). For a diagonal \(R\) the tensor elements transform as \(\rho_{ij}\to R_{ii}R_{jj}\rho_{ij}\). When both indices are in the plane the factor is \((-1)(-1)=+1\), so

\[
\rho_{ij}(-\mathbf m)=\rho_{ij}(\mathbf m),\qquad i,j\in\{x,y\}.
\]

This is the evenness of the planar Hall resistivity. Physically, the half turn reverses the magnetisation, the current and the transverse field together, and the ratio of the last two is unchanged. The argument needs only the twofold axis, and it holds for any in-plane applied field that is reversed together with \(\mathbf m\). It does not apply to magnetisation along the normal, which the half turn leaves alone; an odd Hall resistivity is then allowed.

For one index along \(z\) and one in the plane the factor is \(-1\), so \(\rho_{zx}\) and \(\rho_{zy}\) are odd under reversal.

To find the angular dependence, introduce the in-plane unit vector perpendicular to the magnetisation,

\[
\mathbf t=\hat{\mathbf z}\times\mathbf m=(-\sin\varphi,\ \cos\varphi,\ 0),
\]

and reflect the film in the plane containing \(\mathbf m\) and \(\hat{\mathbf z}\). In the fixed basis \((\mathbf m,\mathbf t,\hat{\mathbf z})\) this is \(R=\mathrm{diag}(1,-1,1)\), with determinant \(-1\). The vector \(\mathbf m\) lies in the mirror, so \(R\mathbf m=\mathbf m\), but the determinant reverses the magnetisation: \(\mathbf m'=-\mathbf m\). An off-diagonal element with one index along \(\mathbf t\) acquires a factor \(-1\):

\[
\rho_{mt}(-\mathbf m)=-\rho_{mt}(\mathbf m).
\]

The half turn has already shown that the same element is even, \(\rho_{mt}(-\mathbf m)=\rho_{mt}(\mathbf m)\). Both hold only if \(\rho_{mt}=0\), and the same argument gives \(\rho_{tm}=0\). The magnetisation and its in-plane perpendicular are thus the principal axes of the in-plane block. A current along either one produces no in-plane field along the other.

Two numbers remain, \(\rho_{mm}\) and \(\rho_{tt}\). Rotational symmetry makes them independent of \(\varphi\), because turning the film carries one magnetisation direction into another and takes the principal axes with it. For \(\varphi=0\) the current flows along \(\mathbf m\), so \(\rho_{mm}=\rho_\parallel\), the longitudinal resistivity with magnetisation along the current. For \(\varphi=90^\circ\) the current flows along \(-\mathbf t\), so \(\rho_{tt}=\rho_\perp\), the longitudinal resistivity with in-plane magnetisation across the current. The block is

\[
\rho_{ij}=\rho_\parallel m_im_j+\rho_\perp t_it_j .
\]

Since \(\mathbf m\) and \(\mathbf t\) form an orthonormal basis of the plane, \(m_im_j+t_it_j=\delta_{ij}\). Eliminating \(t_it_j\) gives

\[
\rho_{ij}=\rho_\perp\delta_{ij}+(\rho_\parallel-\rho_\perp)m_im_j .
\]

For \(i=y\), \(j=x\), the Kronecker delta vanishes and

\[
\rho_{yx}=(\rho_\parallel-\rho_\perp)\sin\varphi\cos\varphi .
\]

With \(\sin2\varphi=2\sin\varphi\cos\varphi\), this becomes

\[
\boxed{\rho_{yx}(\varphi)=\frac{\rho_\parallel-\rho_\perp}{2}\sin2\varphi .}
\]

Reversing the magnetisation replaces \(\varphi\) by \(\varphi+\pi\), and

\[
\sin[2(\varphi+\pi)]=\sin(2\varphi+2\pi)=\sin2\varphi ,
\]

in agreement with the half-turn argument. Reflecting the magnetisation direction about the current axis, \(\varphi\to-\varphi\), does change the sign. The effect is even in \(\mathbf m\) but odd in \(\varphi\).

The longitudinal element follows from the same tensor. Using \(\cos^2\varphi=(1+\cos2\varphi)/2\),

\[
\rho_{xx}=\rho_\perp+(\rho_\parallel-\rho_\perp)\cos^2\varphi
=\frac{\rho_\parallel+\rho_\perp}{2}
+\frac{\rho_\parallel-\rho_\perp}{2}\cos2\varphi .
\]

This is the anisotropic magnetoresistance. The planar Hall effect is its transverse counterpart, with the same amplitude. The reason is visible when the current is split into a part \(J\cos\varphi\) along \(\mathbf m\) and a part \(-J\sin\varphi\) along \(\mathbf t\). Each part meets its own resistivity. Leaving aside any \(E_z\), the field is

\[
\mathbf E=\rho_\parallel J\cos\varphi\,\mathbf m-\rho_\perp J\sin\varphi\,\mathbf t .
\]

If the two resistivities are equal, the parts recombine into a field parallel to the current. If they differ, the field is turned away from the current, and its \(y\) component is the planar Hall field. At \(\varphi=0\) or \(90^\circ\) one part is absent, so there is nothing to turn the field, and \(\rho_{yx}=0\). At \(45^\circ\) the parts are equal in size and \(|\rho_{yx}|\) is largest.

The angle \(\psi\) from current to in-plane field has a slightly different maximum, because \(E_x\) also varies with \(\varphi\). Writing \(\tau=\tan\varphi\) and dividing numerator and denominator by \(\cos^2\varphi\),

\[
\tan\psi=\frac{\rho_{yx}}{\rho_{xx}}
=\frac{(\rho_\parallel-\rho_\perp)\tau}{\rho_\parallel+\rho_\perp\tau^2}.
\]

The derivative with respect to \(\tau\) vanishes when \(\rho_\parallel+\rho_\perp\tau^2-2\rho_\perp\tau^2=0\), that is, at \(\tau^2=\rho_\parallel/\rho_\perp\). There \(|\tan\psi|=|\rho_\parallel-\rho_\perp|/(2\sqrt{\rho_\parallel\rho_\perp})\). For weak anisotropy the magnetisation angle \(\varphi\) at this maximum approaches \(45^\circ\), where the Hall voltage at fixed current is largest.

The block is symmetric, \(\rho_{xy}=\rho_{yx}\), which sets the planar Hall effect apart from a Hall effect in the strict sense. An antisymmetric block keeps its off-diagonal elements when the in-plane axes are rotated; here they vanish once the axes are aligned with \(\mathbf m\). The anomalous Hall field, which is odd in \(\mathbf m\), has not disappeared from the film but points along the normal. The mirror makes \(\rho_{zm}\) even while the half turn makes it odd, so \(\rho_{zm}=0\). The element \(\rho_{zt}\) is odd under both operations and survives. That oddness refers to a fixed \(\mathbf t\). When \(\mathbf t\) turns with \(\mathbf m\), rotational symmetry makes \(\rho_{zt}\) the same at every \(\varphi\). Since \(t_x=-\sin\varphi\),

\[
E_z=-\rho_{zt}\,J\sin\varphi ,
\]

which reverses with the magnetisation.

A microscopic model shows both effects side by side. Let carriers on a spherical Fermi surface have directions \(\mathbf k\), with \(|\mathbf k|=1\), and let the scattering rate from \(\mathbf k\) to \(\mathbf k'\), in model units, be

\[
\begin{aligned}
W={}&1+1.5(\mathbf k\cdot\mathbf m)^2(\mathbf k'\cdot\mathbf m)^2
+0.8k_z^2k_z'^2\\
&+0.3\,\mathbf m\cdot(\mathbf k\times\mathbf k').
\end{aligned}
\]

The second term couples scattering to the magnetisation axis, the third distinguishes the film normal, and the last is skew scattering, odd in \(\mathbf m\). Averaging over final directions, with \(\langle k_i'^2\rangle=1/3\), gives the total rate out of \(\mathbf k\),

\[
\Gamma(\mathbf k)=1+0.5(\mathbf k\cdot\mathbf m)^2+\frac{0.8}{3}k_z^2 ,
\]

because the skew term averages to zero. An electric field produces a change \(g(\mathbf k)\) in the distribution that is odd in \(\mathbf k\), and the current is \(\mathbf J=\langle\mathbf k g\rangle\). In the scattering into \(\mathbf k\), the terms of \(W\) even in the initial direction average to zero against this odd \(g\). The skew term leaves \(0.3\,\mathbf m\cdot(\mathbf J\times\mathbf k)=0.3\,\mathbf k\cdot(\mathbf m\times\mathbf J)\). The steady state is therefore

\[
\Gamma g=\mathbf k\cdot(\mathbf E+0.3\,\mathbf m\times\mathbf J).
\]

Dividing by \(\Gamma\), multiplying by \(\mathbf k\) and averaging gives \(\mathbf J=\sigma_0(\mathbf E+0.3\,\mathbf m\times\mathbf J)\), with \((\sigma_0)_{ij}=\langle k_ik_j/\Gamma\rangle\), and so

\[
\mathbf E=\sigma_0^{-1}\mathbf J-0.3\,\mathbf m\times\mathbf J .
\]

The first term is even in \(\mathbf m\) and contains the planar Hall effect. The second is odd, and for in-plane \(\mathbf m\) and \(\mathbf J\) it points along \(z\). In this model carriers moving along \(\mathbf m\) scatter faster than those moving along \(\mathbf t\), which lowers the conductivity along \(\mathbf m\) and makes \(\rho_\parallel>\rho_\perp\).

The Boltzmann equation for this \(W\) was also solved numerically, without assuming the form of the resistivity tensor, for 16 equally spaced magnetisation directions. It gave \(\rho_\parallel=4.0332\) and \(\rho_\perp=3.4312\), half of whose difference is 0.3010. The \(\sin2\varphi\) amplitude of the computed \(\rho_{yx}\) was also 0.3010, and every other harmonic resolved by the 16 directions, including \(\cos2\varphi\), vanished to within rounding error. Reversal changed the in-plane block by less than \(10^{-14}\) of \(\rho_\parallel-\rho_\perp\), which is rounding error. The element \(\rho_{zx}\) was \(+0.300\) at \(90^\circ\) and \(-0.300\) at \(270^\circ\), as the skew term requires.

The two symmetries do separate work, as is seen by removing them in turn. Without the mirrors, the half turn still guarantees evenness, but \(\rho_{mt}\) need not vanish. The Onsager relation \(\rho_{ij}(\mathbf m)=\rho_{ji}(-\mathbf m)\), combined with evenness, then makes the block symmetric, so \(\rho_{mt}=\rho_{tm}=c\). The extra contribution is

\[
c(m_yt_x+t_ym_x)=c(-\sin^2\varphi+\cos^2\varphi)=c\cos2\varphi .
\]

Adding to \(W\) the mirror-breaking term \(0.3[(\mathbf k\cdot\mathbf m)(\mathbf k\cdot\mathbf t)+(\mathbf k'\cdot\mathbf m)(\mathbf k'\cdot\mathbf t)]\) gave \(\rho_{yx}=0.181\) at both \(0^\circ\) and \(180^\circ\): still even, but no longer zero with magnetisation along the current.

In a single-crystal cubic film with the current along a cubic axis, rotational isotropy fails instead. To second order in \(\mathbf m\), the coefficient \(a\) of \(m_x^2\) in \(\rho_{xx}\) and the coefficient \(b\) of \(m_xm_y\) in \(\rho_{yx}\) are then independent. The ratio

\[
\frac{2\rho_{yx}(45^\circ)}{\rho_{xx}(0)-\rho_{xx}(90^\circ)}
\]

equals \(b/a\) at this order, whereas isotropy makes it 1. Adding \(0.5\sum_i(k_i^2+k_i'^2)m_i^2\) to the original \(W\) lowered it to 0.50. This model also contains small terms beyond second order: \(\rho_{xx}(45^\circ)\) departs from the mean of \(\rho_{xx}(0)\) and \(\rho_{xx}(90^\circ)\) by about 5% of their difference. The planar Hall amplitude can therefore be inferred from the longitudinal difference when the film is isotropic, but not in general for a single crystal.

For a measured voltage, take a bar of width \(w\) and film thickness \(d\), so that \(J=I/(wd)\). Define \(V_y\) as the potential at the edge \(y=-w/2\) minus that at \(y=+w/2\); it is positive when \(E_y>0\). Then

\[
V_y=wE_y=w\rho_{yx}\frac{I}{wd}=\frac{\rho_{yx}I}{d}.
\]

At fixed current and thickness the width cancels. Consider \(d=20\) nm, \(w=100\) µm, \(I=1\) mA, \(\rho_\perp=30\) µΩ cm and \(\rho_\parallel=30.6\) µΩ cm. The amplitude is \((30.6-30)/2=0.30\) µΩ cm. At \(\varphi=30^\circ\),

\[
\rho_{yx}=0.30\times\sin60^\circ=0.26\ \text{µΩ cm}.
\]

Since 1 µΩ cm is \(10^{-8}\) Ω m,

\[
V_y=\frac{(0.26\times10^{-8}\ \Omega\,\mathrm m)(10^{-3}\ \mathrm A)}
{20\times10^{-9}\ \mathrm m}=130\ \text{µV}.
\]

Reversal to \(210^\circ\) leaves \(+130\) µV, while \(150^\circ\) gives \(-130\) µV. The latter is equivalent to \(-30^\circ\) by evenness. The largest value, at \(45^\circ\), is 150 µV. At \(30^\circ\) the current density is \(5\times10^8\) A/m², and the fields are \(E_x=152\) V/m and \(E_y=1.3\) V/m, so the field is turned from the current by only \(0.49^\circ\).

These parameters are rough round values in the regime of a polycrystalline permalloy film at room temperature, where random grain orientations make isotropy a reasonable starting point. Of the departures estimated here, contact misalignment matters most. If the contact at \(y=-w/2\) sits a distance \(s\) upstream of the other, the reading gains \(E_xs\), equivalent to adding \((s/w)\rho_{xx}\) to \(\rho_{yx}\). For \(s=1\) µm this is \(0.01\times30.45=0.30\) µΩ cm, which raises the apparent value at \(30^\circ\) from 0.26 to 0.56 µΩ cm; the opposite displacement subtracts the same amount. Reversing the magnetisation does not expose the error, since \(\rho_{xx}\) is even too. But \(\rho_{xx}\) is also even in \(\varphi\), so at fixed temperature and field strength half the difference between readings at \(\varphi\) and \(-\varphi\) removes it:

\[
\frac{1}{2}\left\{\left[\rho_{yx}(\varphi)+\frac{s}{w}\rho_{xx}(\varphi)\right]
-\left[\rho_{yx}(-\varphi)+\frac{s}{w}\rho_{xx}(-\varphi)\right]\right\}
=\rho_{yx}(\varphi).
\]

The next correction arises because \(\varphi\) is the angle of the magnetisation, not of the applied field. Let the field \(B\) point at \(\varphi_B\), and let an anisotropy field \(B_k\) favour the bar axis. Torque balance reads

\[
B\sin(\varphi_B-\varphi)=\frac{B_k}{2}\sin2\varphi .
\]

For \(B_k\ll B\) the lag is \(\varphi_B-\varphi\approx(B_k/2B)\sin2\varphi_B\). Since \(\sin2\varphi\) changes by \(-2\cos2\varphi_B\) times the lag, the error relative to the Hall amplitude is about \(-(B_k/2B)\sin4\varphi_B\). With \(B=50\) mT, a film anisotropy of 0.5 mT and an estimated 0.64 mT from the shape of the bar, the lag reaches \(0.65^\circ\) and the error 1.1% of the amplitude. The shape value is an average across the width of an infinitely long, uniformly magnetised strip; locally it is only 0.13 mT at the centre and much larger at the edges. A length of 1 mm lowers it to 0.57 mT, and letting the magnetisation of the long strip vary across the width gives a mean lag of \(0.60^\circ\) and an error of 1.0%, so the estimate is good to about a tenth of its size.

If the applied field is tilted \(1^\circ\) out of the plane, the magnetisation follows only slightly, because a saturation induction of about 1 T holds it in the film: \(m_z\approx8\times10^{-4}\). With a rough anomalous Hall resistivity of 0.1 µΩ cm for magnetisation along the normal, this adds about \(8\times10^{-5}\) µΩ cm, or 0.03% of the planar Hall amplitude. Unlike the contact offset, this contribution is odd, so averaging the readings for fully reversed field and magnetisation removes it. Three further effects are smaller still here. With a rough ordinary Hall coefficient of \(10^{-10}\) m³/C the same tilt adds about \(9\times10^{-6}\) µΩ cm. Joule heating on oxidised silicon is of order 1 mK. The end contacts reduce the reading at the centre of a bar of length \(L\) by a fraction of order \(e^{-\pi L/2w}\), about \(2\times10^{-7}\) for \(L=10w=1\) mm. This last estimate depends on the bar being long: the reduction is \(6\times10^{-4}\) for \(L=5w\) and 1.5% for \(L=3w\). Orbital magnetoresistance is not a separate correction here: with the field along \(\mathbf m\) at fixed strength, it is already contained in \(\rho_\parallel\) and \(\rho_\perp\).

## Computed values

```
BOLTZMANN TEST (model units)
rho_par = 4.033241, rho_perp = 3.431199
sin(2 phi) amplitude of rho_yx = 0.301021
half of rho_par - rho_perp = 0.301021
largest other harmonic / amplitude = 6.5e-16
reversal error / (rho_par - rho_perp) = 3.7e-15
rho_zx at phi = 90 deg: 0.300000
rho_zx at phi = 270 deg: -0.300000
broken mirror: rho_yx at 0 deg = 0.180738
broken mirror: rho_yx at 180 deg = 0.180738
cubic case: 2 rho_yx(45)/(rho_xx(0)-rho_xx(90)) = 0.4985
WORKED EXAMPLE (rough permalloy-film regime)
thickness = 20 nm, width = 100 um
length = 1000 um, current = 1.0 mA
current density = 5.00e+08 A/m^2
rho_perp = 30.00 uOhm cm, rho_par = 30.60 uOhm cm
rho_par - rho_perp = 0.60 uOhm cm
relative difference = 2.00 percent
phi = 30 deg: rho_yx = 0.2598 uOhm cm, V_y = 129.90 uV
phi = 45 deg: rho_yx = 0.3000 uOhm cm, V_y = 150.00 uV
phi = 150 deg: rho_yx = -0.2598 uOhm cm, V_y = -129.90 uV
phi = 210 deg: rho_yx = 0.2598 uOhm cm, V_y = 129.90 uV
rho_xx at 30 deg = 30.4500 uOhm cm
E_x at 30 deg = 152.250 V/m, E_y = 1.2990 V/m
angle from J to E at 30 deg = 0.4889 deg
NEGLECTED EFFECTS (rough estimates)
contact offset = 1.0 um
offset signal at 30 deg = 0.3045 uOhm cm
angular variation of offset signal = 0.0060 uOhm cm
applied field = 50.0 mT, saturation = 1.0 T
film anisotropy field = 0.50 mT
bar shape anisotropy field = 0.638 mT
largest magnetisation lag = 0.652 deg
largest lag error / Hall amplitude = 1.15 percent
field tilt out of plane = 1.0 deg, m_z = 8.31e-04
anomalous Hall resistivity at m_z = 1: 0.10 uOhm cm
anomalous Hall signal from tilt = 8.31e-05 uOhm cm
ordinary Hall coefficient = 1.0e-10 m^3/C
ordinary Hall signal from tilt = 8.73e-06 uOhm cm
orbital magnetoresistance scale = 2.8e-10 (relative)
oxide thickness = 300 nm on silicon
thermal conductivities = 1.4, 150 W/(m K)
Joule heating estimate = 1.32 mK
end-contact shorting scale at bar centre = 1.5e-07 (relative)
```
